\section*{Becke-Johnson and TB09 potentials have no energy: a helium loop}

\section{Definitions and conventions}

Hartree atomic units are used. The densities are those of two electrons in one doubly occupied real orbital $\phi$, so $\rho=2\phi^2$ and each spin density is $\rho_\sigma=\rho/2$. They are smooth away from the nucleus, positive, and decay fast enough for surface terms at infinity to vanish. The Hartree potential is $v_H(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$.

The exchange potentials in question have the form
\begin{equation}
v=c\,v_{\rm hole}+(3c-2)K\sqrt{\frac{2t_\sigma}{\rho_\sigma}},\qquad
K=\frac1\pi\sqrt{\frac5{12}},\qquad t_\sigma=\frac12\sum_i|\nabla\psi_{i\sigma}|^2 .
\label{form}
\end{equation}
The Becke-Johnson (BJ) potential has $c=1$, and $v_{\rm hole}$ is the Slater potential, the electrostatic potential of the exchange hole, or its Becke-Roussel (BR) model. TB09 uses the BR model and
\begin{equation}
c=\alpha+\beta\left[\frac1\Omega\int_\Omega\frac{|\nabla\rho|}{\rho}\,d^3r\right]^{1/2},\qquad
\alpha=-0.012,\quad \beta=1.023\ {\rm bohr}^{1/2},
\label{cdef}
\end{equation}
with $\Omega$ the unit cell. An isolated atom has no natural cell, so $c$ is first held fixed.

The prefactors come from the uniform gas. There the Slater potential is $-3k_F/(2\pi)$, and $2t_\sigma/\rho_\sigma$ is the mean of $k^2$ over the Fermi sphere, $3k_F^2/5$. Since $K\sqrt{3/5}=1/(2\pi)$, Eq.~(\ref{form}) with the Slater potential gives $[-3c+(3c-2)]k_F/(2\pi)=-k_F/\pi$, the exchange potential of the gas, for any $c$.

For one orbital both terms become explicit functionals of the density. With $\psi=\sqrt{\rho_\sigma}$, $|\nabla\psi|^2=|\nabla\rho_\sigma|^2/(4\rho_\sigma)$, so the second term is $(3c-2)w$ with
\begin{equation}
w=K\frac{|\nabla\rho|}{2\rho}.
\label{w}
\end{equation}
The exchange hole is minus the density of the one electron of the same spin, so the Slater potential is $-v_H/2$.

The BR model replaces the hole seen from $\mathbf r$ by minus a normalized exponential, $(a^3/8\pi)e^{-as}$, where $s$ is the distance from a centre lying a distance $b$ from $\mathbf r$. For one orbital, matching the hole's value and spherically averaged curvature at $\mathbf r$ requires
\begin{equation}
\frac{a^3e^{-ab}}{8\pi}=\rho_\sigma,\qquad a^2-\frac{2a}{b}=\frac{\nabla^2\rho_\sigma}{\rho_\sigma},
\label{br}
\end{equation}
because the averaged curvature is proportional to the Laplacian. With $x=ab$, the potential of this charge is
\begin{equation}
v_{\rm BR}=-\frac1b\left[1-e^{-x}\left(1+\frac x2\right)\right].
\end{equation}
If $\rho_\sigma$ is itself one exponential about the nucleus, $a$ is its decay constant and $b=r$ solves Eq.~(\ref{br}). The model is then exact: $v_{\rm BR}=-v_H/2$.

\section{What an energy would require}

Suppose $v=\delta E/\delta\rho$ for some functional $E[\rho]$. Along a path $\rho_p$ the chain rule gives $dE/dp=\int v[\rho_p]\,\partial_p\rho_p\,d^3r$. Around a closed path $E$ returns to its initial value, so
\begin{equation}
W\equiv\oint dp\int v[\rho_p](\mathbf r)\,\frac{\partial\rho_p(\mathbf r)}{\partial p}\,d^3r=0.
\label{loop}
\end{equation}
One loop with $W\ne0$ therefore excludes every candidate $E$, however complicated.

All densities on the loop contain two electrons. Adding a constant $C[\rho]$ to the potential, even one that depends on the density, changes $W$ by $\oint C\,dN=0$. This matters because $w$ tends to a nonzero constant far from an atom whose density decays exponentially. That constant is not the cause of a nonzero $W$, and subtracting it is no cure.

Regarding $E$ as a functional of the orbital does not help either. For $v$ to act as a multiplicative potential in the orbital equation one needs $\delta E/\delta\phi=4v\phi$. Since $d\rho=4\phi\,d\phi$, this again gives $dE=\int v\,d\rho\,d^3r$.

\section{A loop of helium densities}

Let $A$ and $B$ be two spherical densities. Define the scaled density $\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r)$, which keeps the electron number, and the mixture $\rho_s=(1-s)\rho_A+s\rho_B$. The loop has four legs: scale $A$ from $\lambda_1$ to $\lambda_2$; change $A$ into $B$ at $\lambda_2$; scale $B$ back to $\lambda_1$; change $B$ into $A$ at $\lambda_1$.

At fixed $c$, the potentials obey
\begin{equation}
v[\rho_\lambda](\mathbf r)=\lambda\,v[\rho](\lambda\mathbf r).
\label{scale}
\end{equation}
For $v_H$ this follows by substituting $\lambda\mathbf r'$ in its integral. In $w$ the gradient supplies one factor $\lambda$. In Eq.~(\ref{br}) the solution changes as $a\to\lambda a$, $b\to b/\lambda$, so $x$ is unchanged and $1/b$ supplies the factor.

On a scaling leg, with $\mathbf y=\lambda\mathbf r$,
\begin{equation}
\frac{\partial\rho_\lambda}{\partial\lambda}
=3\lambda^2\rho(\mathbf y)+\lambda^3\,\mathbf r\cdot(\nabla\rho)(\mathbf y)
=\lambda^2\left[3\rho(\mathbf y)+\mathbf y\cdot\nabla\rho(\mathbf y)\right].
\end{equation}
Using $d^3r=\lambda^{-3}d^3y$, the powers of $\lambda$ cancel:
\begin{equation}
\int v[\rho_\lambda]\frac{\partial\rho_\lambda}{\partial\lambda}\,d^3r
=\int v[\rho]\,(3\rho+\mathbf y\cdot\nabla\rho)\,d^3y\equiv V[\rho].
\label{V}
\end{equation}
On a mixing leg at scale $\lambda$, the potential gives $\lambda$, the density change gives $\lambda^3$, and the volume element gives $\lambda^{-3}$. The leg from $A$ to $B$ is thus $\lambda M$, where
\begin{equation}
M=\int_0^1ds\int v[\rho_s]\,(\rho_B-\rho_A)\,d^3r .
\end{equation}
Adding the legs with their directions,
\begin{align}
W&=(\lambda_2-\lambda_1)V[A]+\lambda_2M-(\lambda_2-\lambda_1)V[B]-\lambda_1M\nonumber\\
&=(\lambda_2-\lambda_1)\left(V[A]+M-V[B]\right).
\label{W}
\end{align}

This result has a direct meaning. If $E$ existed, Eq.~(\ref{V}) would give $E[\rho_\lambda]-E[\rho]=(\lambda-1)V[\rho]$. With $E[\rho_\lambda]\to0$ as the density is spread out, $\lambda\to0$, this becomes the virial relation $E=V$. The energy difference between $B$ and $A$ would then be $V[B]-V[A]$. Integrating the potential along the mixing path gives $M$ for the same difference. $W$ is proportional to their disagreement.

\subsection*{The two end densities}

For $A$ the orbital is the best single exponential for helium, $\phi\propto e^{-1.6875r}$, with Hartree-Fock energy $-2.8477$ hartree. For $B$ it is the best sum of two exponentials,
\begin{equation}
\phi\propto e^{-1.4530r}+0.6094\,e^{-2.9062r},
\end{equation}
with energy $-2.8617$ hartree. Both are approximations to the ground state of the same atom. The numbers below belong to these two densities, taken with unrounded optimal parameters, and are not basis-converged properties of helium: with a five-exponential orbital near the Hartree-Fock limit in place of $B$, the BJ circulation found below changes from $-0.01554$ to $-0.01560$ hartree and the cancelling value of $c$ from $0.89888$ to $0.89844$. The scale runs from $\lambda_1=1$ to $\lambda_2=1.2$.

\subsection*{BJ with the Slater potential}

The program gives $V[A]=-1.054688$, $V[B]=-0.949195$ and $M=0.027812$ hartree. Hence
\begin{equation}
W=0.2\,(-1.054688+0.027812+0.949195)=-0.01554\ {\rm hartree}=-0.423\ {\rm eV}.
\end{equation}
Direct integration around the loop, which does not use Eq.~(\ref{scale}), gives the same value. Equivalently, going from $A$ at $\lambda=1$ to $B$ at $\lambda=1.2$ changes the supposed energy by $-0.17756$ hartree if one scales first, and by $-0.16203$ hartree if one mixes first. The end densities are the same.

The exact exchange potential $-v_H/2$ is the derivative of $-\frac14\int\rho v_H\,d^3r$. For it the numbers are $V[A]=-1.054688$, $V[B]=-1.025806$ and $M=0.028881$ hartree, whose combination in Eq.~(\ref{W}) vanishes within rounding. The exchange potential of the local density approximation (LDA) also gives zero in the direct loop.

The circulation of BJ thus comes from $w$ alone. Subtracting the exact-exchange numbers from the BJ numbers isolates its contributions: $V_w[A]=0$, $V_w[B]=0.076611$ and $M_w=-0.001069$ hartree. Most of $W$ comes from $V_w[B]$. To see why, note that $3\rho+\mathbf r\cdot\nabla\rho=\nabla\cdot(\mathbf r\rho)$ and integrate by parts:
\begin{equation}
V_w[\rho]=\int w\,\nabla\cdot(\mathbf r\rho)\,d^3r=-\int\rho\,r\,\frac{dw}{dr}\,d^3r .
\end{equation}
For a single exponential $w$ is constant and $V_w=0$. For a sum of exponentials with positive weights, $-\rho'/\rho$ is the average of their decay constants, each weighted by its share of the density at $r$. Its derivative is minus the variance of those constants. Thus $w$ falls outward and $V_w[B]>0$. A positive $V_w[B]$ alone would not exclude an energy. But an energy would require $M_w=V_w[B]-V_w[A]=0.076611$ hartree, whereas the mixing path gives $-0.001069$ hartree.

\subsection*{The BR model and the parameter $c$}

At fixed $c$ the circulation is linear in the potential:
\begin{equation}
W(c)=c\,W_{\rm BR}+(3c-2)W_w .
\end{equation}
On this loop $W_{\rm BR}=0.01204$ and $W_w=-0.01554$ hartree. The BR potential, though exact for $A$, has a circulation of its own, of opposite sign to that of $w$. At $c=1$ their sum is $-0.00350$ hartree. At $c=1.2$ it is
\begin{equation}
1.2(0.01204)+1.6(-0.01554)=-0.0104\ {\rm hartree}.
\end{equation}
Setting $W(c)=0$ gives, with the unrounded values of $W_{\rm BR}$ and $W_w$, $c=2W_w/(W_{\rm BR}+3W_w)=0.89888$. This is a cancellation on one loop, not an energy. Replace $B$ by a model density of two unit charges with density decay constants 3 and 6 bohr$^{-1}$. Then $W_{\rm BR}=0.02794$ and $W_w=-0.03748$ hartree, and at the same $c$
\begin{equation}
0.89888(0.02794)+0.69664(-0.03748)\approx-0.0010\ {\rm hartree}.
\end{equation}
The second loop would need $c=0.88715$. Since each $W(c)$ has one zero and the zeros differ, these two loops exclude every fixed $c$.

In TB09 $c$ itself changes with the density. With a sphere of radius 6 bohr around the nucleus standing in for the cell, $c$ rises from 1.867 to 2.047 when $A$ is scaled up, and takes the values 1.901 and 1.736 for the scaled and unscaled $B$. Equation~(\ref{scale}) no longer holds, because $c$ changes with $\lambda$, but definition~(\ref{loop}) applies unchanged. Direct integration gives $W=-0.0562$ hartree, or $-1.53$ eV. The size depends on the chosen sphere; for this choice, the density dependence of $c$ does not restore an energy.

\section{The general statement and its proof}

\textbf{Statement.} Let $v[\rho]$ vary smoothly on a convex set of $N$-electron densities. It is the functional derivative of some $E[\rho]$ there, up to an additive constant in $v$, if and only if
\begin{equation}
\mathcal A(\delta_1,\delta_2)\equiv\int(\delta_1v\,\delta_2-\delta_2v\,\delta_1)\,d^3r=0
\label{curl}
\end{equation}
at every density, for all allowed variations $\delta_1,\delta_2$ that integrate to zero. Here $\delta_iv$ is the first-order change of $v$ caused by $\delta_i$. For BJ with the Slater potential, condition~(\ref{curl}) fails at every smooth, radially decreasing two-electron density.

\textbf{Loops and local response.} Let $\rho$ depend on two parameters $p,q$, and set $P=\int v\,\partial_p\rho\,d^3r$ and $Q=\int v\,\partial_q\rho\,d^3r$. Then $W=\oint(P\,dp+Q\,dq)$. By Green's theorem, for a loop traversed with its interior on the left,
\begin{align}
W&=\iint(\partial_pQ-\partial_qP)\,dp\,dq\nonumber\\
&=\iint dp\,dq\int(\partial_pv\,\partial_q\rho-\partial_qv\,\partial_p\rho)\,d^3r .
\label{green}
\end{align}
The terms containing $v\,\partial_p\partial_q\rho$ have cancelled. The inner integral is $\mathcal A(\partial_p\rho,\partial_q\rho)$. In terms of the kernel $\delta v(\mathbf r)/\delta\rho(\mathbf r')$, condition~(\ref{curl}) says that the kernel is symmetric, apart from parts that number-conserving variations cannot detect.

\textbf{Necessity.} If $E$ exists, $W=0$ on every loop. Apply Eq.~(\ref{green}) to the small parallelogram $\rho+p\delta_1+q\delta_2$ with $0\le p,q\le\epsilon$. It gives $W=\epsilon^2\mathcal A(\delta_1,\delta_2)+o(\epsilon^2)$, so $\mathcal A=0$.

\textbf{Sufficiency.} Choose a reference density $\rho_0$ and define
\begin{equation}
E[\rho]=\int_0^1dt\int v[\rho_0+t(\rho-\rho_0)]\,(\rho-\rho_0)\,d^3r .
\end{equation}
Let $\eta$ integrate to zero. The triangle with corners $\rho_0$, $\rho$ and $\rho+\epsilon\eta$ lies in the convex set, and by Eqs.~(\ref{curl}) and (\ref{green}) its circulation is zero. Therefore
\begin{equation}
E[\rho+\epsilon\eta]-E[\rho]=\int_0^\epsilon d\epsilon'\int v[\rho+\epsilon'\eta]\,\eta\,d^3r .
\end{equation}
Dividing by $\epsilon$ and letting $\epsilon\to0$ gives $\int v[\rho]\,\eta\,d^3r$, as required.

\textbf{Failure of BJ.} The Slater part $-v_H/2$ has a symmetric kernel and drops out of $\mathcal A$. For a radially decreasing density, $w=-K\rho'/(2\rho)$, and a radial variation gives
\begin{equation}
\delta_iw=-\frac K2\left(\frac{\delta_i'}{\rho}-\frac{\rho'\delta_i}{\rho^2}\right).
\end{equation}
In the antisymmetric combination the terms with $\rho'$ cancel:
\begin{equation}
\mathcal A=-\frac K2\int_0^\infty4\pi r^2\,\frac{\delta_1'\delta_2-\delta_2'\delta_1}{\rho}\,dr .
\label{AK}
\end{equation}
Choose $\delta_2=g\delta_1$ with $g(r)$ smooth and strictly increasing. Then
\begin{equation}
\delta_1'\delta_2-\delta_2'\delta_1=g\delta_1\delta_1'-(g'\delta_1+g\delta_1')\delta_1=-g'\delta_1^2,
\end{equation}
and hence
\begin{equation}
\mathcal A=\frac K2\int_0^\infty4\pi r^2\,\frac{g'\delta_1^2}{\rho}\,dr>0 .
\end{equation}
Number conservation demands $\int\delta_1\,d^3r=0$ and $\int g\delta_1\,d^3r=0$. These are two linear conditions on the infinite-dimensional space of smooth functions supported in a shell away from the nucleus, so nonzero solutions exist. If $\rho'<0$ throughout the shell, small multiples of $\delta_1$ and $\delta_2$ leave the density positive and decreasing. This proves the last part of the statement. $\square$

Integrating Eq.~(\ref{AK}) over the area of the helium loop reproduces $W=-0.01554$ hartree, as the numerical check confirms.

Restricting the densities can hide the failure. Within the family $\rho_\lambda$ of one fixed shape, there is one parameter, and a path that goes out and returns encloses no area. An energy can be assigned along that line, but it need not agree with one assigned along another.

For BJ, and for Eq.~(\ref{form}) with the BR model at every fixed $c$, a two-electron counterexample also settles the question for a universal functional (with the Slater potential the circulation is $(3c-2)W_w$, which excludes every $c$ except $2/3$, where $w$ drops out); for $c$ taken from Eq.~(\ref{cdef}) the example here rests on a sphere standing in for the cell. An $E[\rho]$ meant to serve all atoms and solids would have to work for these densities too. The example does not give the size of the circulation in a solid.

\section{Total energies and forces}

The potential still defines self-consistent orbitals, eigenvalues and a density. To see what becomes of forces, let $v_{\rm ext}$ be the external potential for which $\rho$ is self-consistent:
\begin{equation}
v_{\rm ext}=v_s-v_H-v,\qquad v_s=\varepsilon+\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}.
\end{equation}
The second formula is the orbital equation $(-\frac12\nabla^2+v_s)\phi=\varepsilon\phi$ solved for $v_s$. The kinetic energy is $T_s=\frac12\int|\nabla\sqrt\rho|^2d^3r$. Integrating by parts and using $d\sqrt\rho=d\rho/(2\sqrt\rho)$,
\begin{equation}
dT_s=-\int\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}\,d\rho\,d^3r=-\int v_s\,d\rho\,d^3r ,
\label{dT}
\end{equation}
where $\varepsilon$ drops out because $dN=0$. Let $U=\frac12\int\rho v_H\,d^3r$, so that $dU=\int v_H\,d\rho\,d^3r$. Around a closed loop,
\begin{align}
\oint\!\int\rho\,dv_{\rm ext}\,d^3r
&=\oint d\!\int\rho v_{\rm ext}\,d^3r-\oint\!\int v_{\rm ext}\,d\rho\,d^3r\nonumber\\
&=0+\oint dT_s+\oint dU+\oint\!\int v\,d\rho\,d^3r=W .
\label{work}
\end{align}
The left side is the work done on the electrons when the external potential is driven slowly around the loop, if forces are computed by the Hellmann-Feynman expression
\begin{equation}
F_i=-\int\rho\,\frac{\partial v_{\rm ext}}{\partial X_i}\,d^3r
\end{equation}
for external parameters $X_i$. The program integrates this work separately and finds $-0.01554$ hartree for BJ with the Slater potential, equal to $W$. With $W<0$, the agent driving the potential would gain energy in each cycle, although every quantity returns to its initial value. Such forces are not the gradient of any energy. Adding LDA correlation to $v$ would not change the conclusion: it is a functional derivative and contributes nothing to $W$.

Moving nuclei is a special case, in which $v_{\rm ext}$ is confined to sums of Coulomb wells. The potentials on the helium loop are not of that kind, so the example removes the guarantee of conservative nuclear forces without giving their circulation in a molecule. If only one bond length $X$ varies, no circulation can appear: any continuous force $F(X)$ has an antiderivative, which returns to its initial value when $X$ does. Smooth forces along one bond are therefore no evidence for a TB09 energy.

A program may nevertheless print a total energy. It must then use some other exchange-correlation functional $\widetilde E_{xc}$, with derivative $\tilde v_{xc}$, evaluated at the self-consistent density. Let $v_{xc}$ be the potential actually used, including any correlation, so that $v_s=v_{\rm ext}+v_H+v_{xc}$. For $\widetilde E=T_s+U+\int\rho v_{\rm ext}\,d^3r+\widetilde E_{xc}$, Eq.~(\ref{dT}) gives
\begin{align}
d\widetilde E&=\int\rho\,dv_{\rm ext}\,d^3r+\int(-v_s+v_H+v_{\rm ext}+\tilde v_{xc})\,d\rho\,d^3r\nonumber\\
&=\int\rho\,dv_{\rm ext}\,d^3r+\int(\tilde v_{xc}-v_{xc})\,d\rho\,d^3r .
\label{mixed}
\end{align}
The last term would vanish if the potential came from the energy. Here it generally remains, so the Hellmann-Feynman force is not minus the derivative of the printed energy. One may differentiate $\widetilde E$ completely, including the response of the density, and obtain conservative forces. They belong to $\widetilde E$ evaluated on TB09 densities, not to a TB09 energy. A consistent alternative for structures is to compute energy, density and forces with one functional that has a derivative, and to use TB09 for the eigenvalues at the resulting geometry.

\section*{Calculated quantities}
\begin{verbatim}
K = sqrt(5/12)/pi: 0.205468
Density A: orbital exponent 1.6875 1/bohr
Density A: HF energy -2.847656 hartree
Density B: orbital exponents 1.4530, 2.9062 1/bohr
Density B: amplitude ratio second/first 0.6094
Density B: HF energy -2.861673 hartree
He HF energy, cc-pVQZ: -2.861514 hartree
Scaling range: lambda 1.0 to 1.2
Loop integral W and external work, hartree:
  exact exchange: W +0.0000000, work -0.0000000
  LDA exchange: W +0.0000000, work -0.0000000
  BJ with Slater: W -0.0155360, work -0.0155360
  BJ with BR (c=1): W -0.0034953, work -0.0034953
  TB09 form, c=1.2: W -0.0104088, work -0.0104088
  TB09, c from sphere: W -0.0561721, work -0.0561721
BJ with Slater: W = -0.4228 eV
TB09, c from sphere: W = -1.5285 eV
BJ with Slater: W from area integral -0.0155360 hartree
BJ with Slater, legs of the loop, hartree:
  scale A up: -0.210937
  morph A to B: +0.033375
  scale B down: +0.189839
  morph B to A: -0.027812
  route scale then morph: -0.177563
  route morph then scale: -0.162026
Virial energies and morph work at lambda = 1, hartree:
  exact exchange: V[A] -1.054688, V[B] -1.025806, M +0.028881
  BJ with Slater: V[A] -1.054688, V[B] -0.949195, M +0.027812
  BJ with BR (c=1): V[A] -1.054688, V[B] -1.008766, M +0.028445
Sphere radius for c: 6.0 bohr
c at loop corners (A, scaled A, scaled B, B): 1.8674, 2.0467, 1.9012, 1.7363
Second loop: B replaced by two unit charges, density exponents 3.0 and 6.0 1/bohr
  loop 1: W_BR +0.0120407, W_step -0.0155360 hartree, cancelling c 0.89888
  loop 2: W_BR +0.0279449, W_step -0.0374797 hartree, cancelling c 0.88715
\end{verbatim}
